# How far does the Bloch–Grüneisen fifth-power law reach?: test program

```python
"""
Result under test: the Bloch-Grueneisen phonon resistivity
    rho(T) = C (T/Theta)^5 J(Theta/T),
    J(x) = integral_0^x t^5 / ((e^t - 1)(1 - e^-t)) dt,
is reproduced to one percent by the pure fifth-power law, J -> J(infinity),
only below about Theta/13.
Symbols: Theta Debye temperature, x = Theta/T, rho phonon resistivity,
q phonon wave number, K electron momentum transfer (over hbar),
kF Fermi wave number, qD Debye wave number, G reciprocal-lattice vector.
The example uses rough typical inputs for copper. Omitted effects are sized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import zeta, expit


def integrand(t):
    return t**5 * np.exp(-t) / np.expm1(-t)**2


def J(x):
    return quad(integrand, 0, x, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


def polynomial(x, m=1):
    return (x**5 + 5*x**4/m + 20*x**3/m**2 + 60*x**2/m**3
            + 120*x/m**4 + 120/m**5)


def tail(x):
    return sum(np.exp(-m*x) * polynomial(x, m) for m in range(1, 80))


J_inf = 120 * zeta(5)


def error(x):
    return J_inf / J(x) - 1


# Linear response of absorption minus emission to small energy shifts
# (all energies in units of kB T).
e0, w0, shift1, shift2 = 0.4, 1.3, 2e-5, -3e-5
n0 = 1 / np.expm1(w0)
f1, f2 = expit(-(e0 - shift1)), expit(-(e0 + w0 - shift2))
net_rate = f1*(1 - f2)*n0 - f2*(1 - f1)*(n0 + 1)
linear_rate = (shift1 - shift2) * expit(-e0) * expit(e0 + w0) * n0
assert abs(net_rate/linear_rate - 1) < 1e-3


# Momentum loss from explicit angle and electron-energy integrals,
# in units kF = Theta = 1, compared with the one-dimensional formula.
def momentum_loss(T):
    qmax = 2**(1/3)
    nodes, weights = np.polynomial.legendre.leggauss(160)
    theta_max = 2*np.arcsin(qmax/2)
    angle = theta_max*(nodes + 1)/2
    q = 2*np.sin(angle/2)
    w = q/qmax/T
    energy = np.linspace(-70, 45, 2301)
    occupied_to_empty = expit(-energy)[None, :]*expit(energy[None, :]+w[:, None])
    energy_integral = T*occupied_to_empty.sum(axis=1)*(energy[1]-energy[0])
    values = np.sin(angle)*(1-np.cos(angle))*q*energy_integral/np.expm1(w)/T
    return theta_max/2*np.sum(weights*values)


for T_low, T_high in ((1/13, 0.3), (0.15, 1.2)):
    direct = momentum_loss(T_high)/momentum_loss(T_low)
    formula = (T_high/T_low)**5*J(1/T_high)/J(1/T_low)
    assert abs(direct/formula - 1) < 1e-6

# Limits, tail and quadrature.
assert abs(J(np.inf)/J_inf - 1) < 1e-9
assert abs(J(0.2)/(0.2**4/4 - 0.2**6/72) - 1) < 1e-5
for x in (2.0, 5.0, 10.0, 13.0):
    assert abs(J(x) + tail(x) - J_inf) < 1e-7


def simpson_J(x, intervals):
    t = np.linspace(0, x, intervals + 1)
    y = np.zeros_like(t)
    y[1:] = integrand(t[1:])
    return simpson(y, x=t)


S26, S52, J13 = simpson_J(13, 26), simpson_J(13, 52), J(13)
assert abs(S26/J13 - 1) < 1e-4
assert 12 < (S26-J13)/(S52-J13) < 20

# Unique one-percent threshold by direct root search and by iteration.
x_one = brentq(lambda x: error(x) - 0.01, 5, 25, xtol=1e-10)
iterates = [10.0]
for _ in range(40):
    iterates.append(np.log(101*polynomial(iterates[-1])/J_inf))
assert abs(iterates[-1] - x_one) < 1e-4
assert abs(x_one/13 - 1) < 0.01
errors_on_grid = np.array([error(x) for x in np.linspace(0.5, 22, 80)])
assert np.all(np.diff(errors_on_grid) < 0)
x_alternative = brentq(lambda x: 1 - J(x)/J_inf - 0.01, 5, 25)
x_tenth = brentq(lambda x: error(x) - 0.001, 5, 30)
x_ten = brentq(lambda x: error(x) - 0.1, 5, 25)


def exponent(x):
    return 5 - x*integrand(x)/J(x)


step = 1e-3
log_rho = [5*s + np.log(J(x_one*np.exp(-s))) for s in (-step, step)]
assert abs((log_rho[1]-log_rho[0])/(2*step) - exponent(x_one)) < 1e-5

# Copper example: rough typical inputs.
Theta, T_ref, rho_ref = 320.0, 300.0, 1.7       # K, K, microohm cm
lattice_nm, resistance_ratio, film_nm = 0.361, 100.0, 50.0
T_one = Theta/x_one


def rho_BG(T, debye=Theta):
    prefactor = rho_ref/((T_ref/debye)**5*J(debye/T_ref))
    return prefactor*(T/debye)**5*J(debye/T)


C = rho_ref/((T_ref/Theta)**5*J(Theta/T_ref))
rho_one = rho_BG(T_one)
rho_residual = rho_ref/(resistance_ratio - 1)

# Free-electron product of resistivity and mean free path.
density = 4/(lattice_nm*1e-9)**3
kF_SI = (3*np.pi**2*density)**(1/3)
rho_path = const.hbar*kF_SI/(density*const.e**2)   # ohm m^2


def path_nm(rho):
    return rho_path/(rho*1e-8)*1e9


def film_ratio(kappa):
    """Film over bulk resistivity, diffuse surfaces, kappa = thickness/path."""
    def part(mu):
        return (1-mu**2)*(1+mu/kappa*np.expm1(-kappa/mu))
    return 1/(1.5*quad(part, 0, 1, epsabs=1e-12, limit=200)[0])


rng = np.random.default_rng(12)
kappa_ref = film_nm/path_nm(rho_ref)
count = 1000000
mu = rng.uniform(-1, 1, count)
height = rng.uniform(0, kappa_ref, count)
to_surface = np.where(mu > 0, height, kappa_ref-height)/np.abs(mu)
free_path = np.minimum(rng.exponential(1, count), to_surface)
sampled_ratio = 1/np.mean(1.5*(1-mu**2)*free_path)
assert abs(sampled_ratio/film_ratio(kappa_ref) - 1) < 0.01
bulk_one = rho_one + rho_residual
film_ref = rho_ref*film_ratio(kappa_ref)
film_one = bulk_one*film_ratio(film_nm/path_nm(bulk_one))

# Screening and umklapp estimate; wave numbers in units of 1/lattice constant.
kF = (12*np.pi**2)**(1/3)
qD = (24*np.pi**2)**(1/3)
bohr_nm = const.physical_constants['Bohr radius'][0]*1e9
kTF2 = 4*kF*lattice_nm/(np.pi*bohr_nm)
shells = ((8, 2*np.pi*np.sqrt(3)), (6, 4*np.pi))
gl_nodes, gl_weights = np.polynomial.legendre.leggauss(240)
gl_nodes, gl_weights = (gl_nodes+1)/2, gl_weights/2


def screening(K):
    return (kTF2/(K**2+kTF2))**2


def thermal(q, T):
    y = q/qD*Theta/T
    return np.exp(-y)/np.expm1(-y)**2


def normal_and_umklapp(T):
    top = min(qD, 50*T/Theta*qD)
    K = top*gl_nodes
    normal = 4*np.pi*top*np.sum(gl_weights*K**5*screening(K)*thermal(K, T))
    umklapp = 0.0
    for number, G in shells:
        low = G-2*kF
        high = min(qD, low+50*T/Theta*qD)
        q = low+(high-low)*gl_nodes
        start = G-q
        K = start[:, None]+(2*kF-start[:, None])*gl_nodes[None, :]
        inner = (2*kF-start)*np.sum(gl_weights*K**4*screening(K), axis=1)
        umklapp += (number*2*np.pi/G*(high-low)
                    * np.sum(gl_weights*q*thermal(q, T)*inner))
    return normal, umklapp


def fifth_power_strength(T):
    return 4*np.pi*(qD*T/Theta)**6*J_inf


# Independent three-dimensional sampling of momentum transfers.
count = 2000000
direction = rng.normal(size=(count, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
K_size = 2*kF*rng.random(count)**(1/3)
K_vec = direction*K_size[:, None]
G_list = [2*np.pi*np.array([a, b, c]) for a in (-1, 1)
          for b in (-1, 1) for c in (-1, 1)]
G_list += [s*4*np.pi*np.eye(3)[i] for i in range(3) for s in (-1, 1)]
q_near = np.full(count, np.inf)
for G_vec in G_list:
    q_near = np.minimum(q_near, np.sqrt(np.sum((K_vec-G_vec)**2, axis=1)))
is_normal = K_size <= q_near
strength = K_size**3*screening(K_size)*thermal(np.minimum(K_size, q_near), T_one)
sampled = strength[~is_normal].sum()/strength[is_normal].sum()
normal_one, umklapp_one = normal_and_umklapp(T_one)
assert abs(sampled/(umklapp_one/normal_one) - 1) < 0.05


def umklapp_excess(T):
    normal, umklapp = normal_and_umklapp(T)
    return umklapp/normal - 0.01


T_umklapp = brentq(umklapp_excess, 1.0, T_one)

print(f"J(infinity) = {J_inf:.5f}")
print(f"J(13): Simpson 26 intervals {S26:.5f}, 52 intervals {S52:.5f}")
print(f"J(13): adaptive quadrature {J13:.5f}; tail {tail(13.0):.5f}")
print("x = Theta/T, J(x), error of fifth-power law (%)")
for x in (5, 8, 10, 12, 13, 14, 16, 20):
    print(f"  {x:2d}  {J(x):10.5f}  {100*error(x):10.5f}")
print("iteration for x:", " ".join(f"{v:.4f}" for v in iterates[:7]))
print(f"one-percent threshold: x = {x_one:.4f}, T/Theta = {1/x_one:.5f}")
print(f"1/13 = {1/13:.5f}")
print(f"threshold, error relative to power law: x = {x_alternative:.4f}")
print(f"0.1 % threshold x = {x_tenth:.3f}; 10 % threshold x = {x_ten:.3f}")
print(f"local exponent at one-percent threshold = {exponent(x_one):.4f}")
print(f"inputs: Theta {Theta:.0f} K, rho {rho_ref:.2f} microohm cm at {T_ref:.0f} K")
print(f"inputs: lattice constant {lattice_nm:.3f} nm, film {film_nm:.0f} nm")
print(f"input: resistance ratio {resistance_ratio:.0f}")
print(f"J(Theta/300 K) = {J(Theta/T_ref):.5f}; C = {C:.4f} microohm cm")
print(f"copper one-percent threshold = {T_one:.2f} K")
print("T (K), rho BG, rho fifth-power (microohm cm), ratio power/BG")
for T in (10, 20, T_one, 40, 77, 300, 378):
    power = C*(T/Theta)**5*J_inf
    print(f"  {T:6.2f}  {rho_BG(T):.4e}  {power:.4e}  {power/rho_BG(T):.4f}")
print(f"residual resistivity = {rho_residual:.5f} microohm cm")
print(f"residual / phonon resistivity at threshold = {rho_residual/rho_one:.2f}")
print(f"rho times mean free path = {rho_path:.3e} ohm m^2")
print(f"mean free path at 300 K, phonons only = {path_nm(rho_ref):.1f} nm")
print(f"bulk path at threshold, with residual = {path_nm(bulk_one):.0f} nm")
print(f"film resistivity at 300 K, no residual = {film_ref:.3f} microohm cm")
print(f"film resistivity at threshold, with residual = {film_one:.3f} microohm cm")
print(f"film / phonon resistivity at threshold = {film_one/rho_one:.1f}")
print(f"Theta + 20 K: threshold {(Theta+20)/x_one:.2f} K")
change = 100*(rho_BG(T_one, Theta+20)/rho_one-1)
print(f"Theta + 20 K: rho at {T_one:.2f} K changes by {change:.1f} %")
print(f"smallest umklapp q / qD = {(shells[0][1]-2*kF)/qD:.4f}")
print(f"its phonon energy / kB = {Theta*(shells[0][1]-2*kF)/qD:.1f} K")
print("T (K), screened normal / fifth-power law, umklapp / normal")
for T in (3, 5, 10, T_one):
    normal, umklapp = normal_and_umklapp(T)
    print(f"  {T:5.2f}  {normal/fifth_power_strength(T):.4f}  {umklapp/normal:.3e}")
print(f"umklapp reaches 1 % of normal at {T_umklapp:.2f} K (spherical model)")
print("finished without a failed check")
```

Output:

```
J(infinity) = 124.43133
J(13): Simpson 26 intervals 123.14102, 52 intervals 123.14313
J(13): adaptive quadrature 123.14326; tail 1.28807
x = Theta/T, J(x), error of fifth-power law (%)
   5    50.26309   147.56004
   8   101.47781    22.61925
  10   116.38075     6.91745
  12   121.99040     2.00092
  13   123.14326     1.04599
  14   123.76748     0.53637
  16   124.26528     0.13363
  20   124.42270     0.00694
iteration for x: 10.0000 11.8771 12.6376 12.9167 13.0154 13.0499 13.0619
one-percent threshold: x = 13.0682, T/Theta = 0.07652
1/13 = 0.07692
threshold, error relative to power law: x = 13.0530
0.1 % threshold x = 16.406; 10 % threshold x = 9.384
local exponent at one-percent threshold = 4.9146
inputs: Theta 320 K, rho 1.70 microohm cm at 300 K
inputs: lattice constant 0.361 nm, film 50 nm
input: resistance ratio 100
J(Theta/300 K) = 0.30402; C = 7.7213 microohm cm
copper one-percent threshold = 24.49 K
T (K), rho BG, rho fifth-power (microohm cm), ratio power/BG
   10.00  2.8633e-05  2.8633e-05  1.0000
   20.00  9.1504e-04  9.1626e-04  1.0013
   24.49  2.4958e-03  2.5208e-03  1.0100
   40.00  2.3912e-02  2.9320e-02  1.2262
   77.00  2.0286e-01  7.7504e-01  3.8206
  300.00  1.7000e+00  6.9579e+02  409.2867
  378.00  2.1918e+00  2.2097e+03  1008.1591
residual resistivity = 0.01717 microohm cm
residual / phonon resistivity at threshold = 6.88
rho times mean free path = 6.573e-16 ohm m^2
mean free path at 300 K, phonons only = 38.7 nm
bulk path at threshold, with residual = 3342 nm
film resistivity at 300 K, no residual = 2.301 microohm cm
film resistivity at threshold, with residual = 0.378 microohm cm
film / phonon resistivity at threshold = 151.5
Theta + 20 K: threshold 26.02 K
Theta + 20 K: rho at 24.49 K changes by -20.6 %
smallest umklapp q / qD = 0.1715
its phonon energy / kB = 54.9 K
T (K), screened normal / fifth-power law, umklapp / normal
   3.00  0.9936  3.054e-03
   5.00  0.9825  6.383e-01
  10.00  0.9344  1.155e+01
  24.49  0.7125  1.534e+01
umklapp reaches 1 % of normal at 3.27 K (spherical model)
finished without a failed check
```
